\section*{Russian Roulette Without Deposition Bias in Feature-Scale Precursor Transport}

\section{The result and the setting}

A weighted precursor trajectory that is ended when its weight falls below a cutoff $w_c$ takes its future deposit with it. If it is instead continued with probability $p$, and its weight is divided by $p$ when it survives, the expected deposit on every surface element equals that of full tracking, for any $w_c$ and any $0<p\le1$. The price is extra variance, which is calculated in advance below for uniform sticking.

The setting is a cylindrical hole of radius $R$, diameter $d=2R$ and depth $H$, open at the top and closed by a floor. Molecules enter through the mouth with cosine-distributed directions, fly without gas collisions, and stick at a surface point $x$ with probability $s(x)$. Those that do not stick are re-emitted with a cosine distribution about the local normal. During one batch of trajectories $s(x)$ is frozen.

Sticking need not be sampled. Let $x_1,x_2,\ldots$ be the landing points of a molecule that never sticks, up to its escape. A real molecule on this path is still free on arrival at $x_n$ with probability
\begin{equation}
w_n=\prod_{k=1}^{n-1}\bigl[1-s(x_k)\bigr],\qquad w_1=1 .
\label{eq:weight}
\end{equation}
The trajectory therefore deposits $s(x_n)w_n$ at hit $n$ and continues with $(1-s(x_n))w_n$. This gives the correct mean deposit, but the trajectory now ends by escape alone.

That is expensive. Let $K(x,y)$ be the probability that a molecule emitted from element $x$ next lands on $y$, and $b(y)$ the probability that an entering molecule first lands on $y$. The missing part of $\sum_yK(x,y)$ is escape. Every point of the hole sees the mouth, so each flight escapes with at least some fixed positive probability, and the sums over hits below converge. The weighted arrivals $N(y)$ per entering molecule and the deposit $D_i$ in bin $i$ obey
\begin{equation}
N(y)=b(y)+\sum_x N(x)[1-s(x)]K(x,y),\qquad
D_i=\sum_{y\in i}s(y)N(y).
\label{eq:arrivals}
\end{equation}
Diffuse exchange is reciprocal, $A_xK(x,y)=A_yK(y,x)$, and the same holds for exchange with the mouth, of area $A_m$. For $s=0$ insert $N(y)=A_y/A_m$ on the right of \eqref{eq:arrivals}. Reciprocity turns it into $(A_y/A_m)$ times the total probability that a molecule emitted from $y$ lands somewhere or escapes, which is one. The trial solution is thus correct, and the mean number of hits is
\begin{equation}
\frac{\pi dH+\pi d^2/4}{\pi d^2/4}=\frac{4H}{d}+1 .
\end{equation}
For $H/d=20$ this is 81 hits, and unless $s$ is very small many of them carry little weight. Hence the wish to stop early.

\section{What the hard cutoff loses}

Let $G_i(x)$ be the expected future deposit in bin $i$ caused by unit weight leaving $x$. Its next landing point is $y$ with probability $K(x,y)$. There it deposits $s(y)$ if $y$ belongs to $i$, and $1-s(y)$ leaves again:
\begin{equation}
G_i(x)=\sum_yK(x,y)\Bigl\{s(y)\,\delta_{y\in i}+[1-s(y)]G_i(y)\Bigr\}.
\label{eq:G}
\end{equation}
Here $\delta_{y\in i}$ is one inside the bin and zero outside.

The order of operations at a hit is: deposit, reduce the weight, compare with $w_c$. Suppose the cutoff discards weight $w_{\rm kill}$ at $x_{\rm kill}$. Under full tracking the same trajectory would go on to deposit $w_{\rm kill}G_i(x_{\rm kill})$ on average, because deposits are proportional to weight and the next flight depends on the present position alone. Hence
\begin{equation}
D_i-D_i^{\rm cut}=E\bigl[w_{\rm kill}\,G_i(x_{\rm kill})\bigr]\ge0,
\label{eq:deficit}
\end{equation}
where trajectories that escape before being cut contribute zero. More histories reduce the noise and leave this deficit unchanged.

Summed over bins, $\sum_iG_i\le1$, so the total deficit is less than $w_c$ times the fraction of trajectories that are cut. This bounds the deficit per entering molecule. It does not bound the relative deficit in one bin, and a bin that receives little can lose a large part of its deposit.

For uniform $s$ the weight after $n$ hits is $(1-s)^n$, and all trajectories still in the hole are cut at the same hit $n_c$, the first $n$ with $(1-s)^n<w_c$. Let $a_n(i)$ be the probability that the non-sticking walk makes its $n$th hit in bin $i$. Then
\begin{equation}
D_i=s\sum_{n=1}^{\infty}(1-s)^{n-1}a_n(i),\qquad
D_i-D_i^{\rm cut}=s\sum_{n>n_c}(1-s)^{n-1}a_n(i).
\label{eq:tail}
\end{equation}
The cutoff removes the late hits, and late hits matter most where molecules arrive late.

A tempting repair is to deposit the discarded weight where the trajectory ends. No weight is then lost, but the error becomes
\begin{equation}
E\bigl[w_{\rm kill}\{\delta_{x_{\rm kill}\in i}-G_i(x_{\rm kill})\}\bigr].
\end{equation}
Its sum over bins is the weight that would have escaped, so the total deposit is too large. In a single bin the error can have either sign.

\section{Roulette and why it is unbiased}

The remedy must end most weak trajectories while preserving their mean weight. Let $W_n$ be the weight on arrival at hit $n$ under the new rule, and $v=[1-s(x_n)]W_n$ the weight after depositing. If $v\ge w_c$, set $W_{n+1}=v$. If $0<v<w_c$, draw a random number independent of the flights and set
\begin{equation}
W_{n+1}=\begin{cases}v/p & \text{with probability }p,\\
0 & \text{with probability }1-p.\end{cases}
\end{equation}
A zero weight stays zero. In both cases
\begin{equation}
E[W_{n+1}\mid W_n,\text{path}]=[1-s(x_n)]W_n ,
\end{equation}
since $p(v/p)+(1-p)\,0=v$. The path may be imagined to continue after the weight has become zero, because flights do not depend on weight. Starting from $W_1=1$ and averaging over one roulette after another gives
\begin{equation}
E[W_n\mid\text{path}]=\prod_{k=1}^{n-1}[1-s(x_k)]=w_n .
\end{equation}
The score in bin $i$ is $\sum_n s(x_n)W_n\delta_{x_n\in i}$. Its terms are non-negative, so sum and expectation may be exchanged, and
\begin{equation}
E[D_i^{\rm roulette}]
=E\Bigl[\sum_n s(x_n)\,w_n\,\delta_{x_n\in i}\Bigr]=D_i .
\label{eq:unbiased}
\end{equation}
Without the division each roulette would multiply the mean weight by $p$, and the deposit would again be too small. The hard cutoff is the rule with $p=0$, for which no division can restore the mean.

\section{The algorithm}

Each trajectory starts with $w=1$ at its first landing point. The loop is
\begin{verbatim}
while trajectories remain:
    tally[bin] += s[bin] * w
    w = w * (1 - s[bin])
    if w < w_c:
        if random() < p: w = w / p
        else: end this trajectory
    fly; end it if it leaves by the mouth
\end{verbatim}

For the flight, let $c$ be the direction cosine along the surface normal. Cosine emission has density $2c$ on $0<c<1$, so $c^2$ is uniform. With a uniform azimuth $\phi$, a molecule leaving the wall has axial component $a=\sqrt{1-c^2}\cos\phi$ and tangential component $t=\sqrt{1-c^2}\sin\phi$. It meets the wall again after a length $\ell$ with
\begin{equation}
(R-c\ell)^2+(t\ell)^2=R^2
\;\Rightarrow\;
\ell=\frac{2Rc}{c^2+t^2}=\frac{2Rc}{1-a^2}.
\end{equation}
The new depth is $z+a\ell$. A negative value means escape. A value beyond $H$ means that the floor was hit first, after the length $\lambda=(H-z)/a$ and at radius $r$ with $r^2=R^2-2Rc\lambda+(1-a^2)\lambda^2$.

From radius $r$ on the floor, the horizontal distance to the wall is $\rho=-r\cos\phi+\sqrt{R^2-r^2\sin^2\phi}$, and the molecule rises by $\rho c/\sqrt{1-c^2}$ on the way. Entry through the mouth uses the same formula downwards, with $r^2/R^2$ uniform. If the descent would exceed $H$, the molecule lands directly on the floor.

Histories are divided into batches, and the scatter of the batch means gives the standard error.

\section{The price in variance}

Consider one roulette at $x$ with incoming weight $v$. Let the future score in bin $i$ from weight $u$ have mean $uG_i$ and variance $\sigma^2(u)$. With probability $p$ the score comes from weight $v/p$, otherwise it is zero. The variance after the roulette is
\begin{equation}
p\Bigl[\sigma^2(v/p)+\frac{v^2G_i^2}{p^2}\Bigr]-v^2G_i^2
=p\,\sigma^2(v/p)+v^2G_i^2\,\frac{1-p}{p}.
\end{equation}
The last term is the noise of the decision itself. The first contains later fluctuations: if no further roulette follows, $\sigma^2(u)=u^2V$, and it becomes $v^2V/p$, larger than the original $v^2V$ by $1/p$.

The weights remain bounded. Roulette acts below $w_c$, so a survivor has less than $w_c/p$, and no weight exceeds $\max(1,w_c/p)$. Since the number of hits has a geometrically decaying tail, the variance is finite. Choosing $p\ge w_c$ keeps all weights at or below one.

For uniform $s$ the whole variance follows from a recursion. A live trajectory arrives at hit $n$ with a known weight $u_n$. Put $v_n=(1-s)u_n$, let $r_n=p$ if $v_n<w_c$ and $r_n=1$ otherwise, and set $u_{n+1}=v_n/r_n$. Let $M_n(y)$ be the mean square of the score from this hit onwards, for a live arrival at $y$. The score is $f+g$, with present deposit $f=su_n\delta_{y\in i}$ and future deposit $g$ of mean $v_nG_i(y)$. Expanding $(f+g)^2$ gives
\begin{equation}
\begin{aligned}
M_n(y)={}&\delta_{y\in i}\bigl[s^2u_n^2+2su_nv_nG_i(y)\bigr]\\
&+r_n\sum_zK(y,z)M_{n+1}(z).
\end{aligned}
\end{equation}
It is solved backwards from a late hit. The variance per history is $\sum_yb(y)M_1(y)-D_i^2$. The live population obeys $L_1=b$ and $L_{n+1}(z)=r_n\sum_yL_n(y)K(y,z)$, and its sum over $n$ and position is the mean number of hits.

\section{A reference that uses no trajectories}

Equation \eqref{eq:arrivals} can be solved as a linear system once $K$ is known. Take two equal coaxial disks of radius $R$ a distance $h$ apart, on a sphere of radius $\varrho=\sqrt{R^2+h^2/4}$ through both rims, and let $F(h)$ be the fraction of molecules emitted diffusely by one disk that reach the other. Diffuse exchange between surface elements has the kernel $\cos\theta_1\cos\theta_2/(\pi l^2)$. Inside a sphere $l=2\varrho\cos\theta_1=2\varrho\cos\theta_2$, so the kernel is the constant $1/(4\pi\varrho^2)$. Rays between the disks are those between the two spherical caps behind them, each of area $2\pi\varrho(\varrho-h/2)$. Therefore
\begin{equation}
\begin{aligned}
\pi R^2F(h)&=\frac{[2\pi\varrho(\varrho-h/2)]^2}{4\pi\varrho^2},\\
F(h)&=\frac{(\varrho-h/2)^2}{R^2}.
\end{aligned}
\end{equation}

Divide the wall into rings of height $h$. An entering molecule first lands on the ring between depths $z$ and $z+h$ with probability $F(z)-F(z+h)$. Rays from one ring to another that lies $g\ge1$ rings away cross the near edge disk of the first ring but not its far one. The near disk sends the fraction $F((g-1)h)-F(gh)$ to the other ring, and the far disk sends $F(gh)-F((g+1)h)$. Their difference, times the disk-to-ring area ratio $R/(2h)$, gives
\begin{equation}
K_g=\frac{R}{2h}\bigl[F((g-1)h)-2F(gh)+F((g+1)h)\bigr].
\end{equation}
What leaves a ring through neither edge disk lands on the ring itself, so $K_0=1-(R/h)[1-F(h)]$. The floor emits like the mouth seen from below, and reciprocity gives the reverse probabilities. Two approximations remain: emission is taken as uniform within each ring and over the whole floor. The size of the first is estimated by comparing 100 with 200 rings. The values quoted below use 200 rings and are not converged in their last digit: in the example the floor flux is 0.0565 with 100 rings, 0.0559 with 200 and 0.0557 on much finer grids, and the values 0.1511, 0.0441 and 0.0255 move to 0.1506, 0.0439 and 0.0253. The predicted deficit of 21\% does not change. The second is not reduced by finer rings, and is tested only by the comparison with traced trajectories, which keep the landing radius on the floor.

\section{A hole 100 nm wide and 2000 nm deep}

Take $s=0.01$, $w_c=0.1$ and $p=0.25$, with 80\,000 histories in 50 batches for each rule. Since $\ln0.1/\ln0.99=229.1$, the hard cutoff acts after hit 230. The arrival flux at the floor, relative to that at the mouth, is $D_{\rm floor}/s$ because the two areas are equal:
\begin{center}
\begin{tabular}{lc}
linear system & 0.0559\\
full tracking & $0.0548\pm0.0013$\\
roulette & $0.0556\pm0.0012$\\
hard cutoff & $0.0447\pm0.0012$\\
cutoff, from \eqref{eq:tail} & 0.0441
\end{tabular}
\end{center}
The cutoff result lies 9.4 standard errors below the reference and agrees with its own predicted deficit of 21\%. Over all 21 bins, and after subtracting the difference between 100 and 200 rings as an allowance for the grid error (0.0006 at the floor, half a standard error), roulette departs from the reference by at most 2.4 standard errors and full tracking by at most 1.8.

The predicted deficit is 0.2\% in the top 100 nm and 6\% at mid-depth. The large loss at the floor can be traced to the hit number. By \eqref{eq:tail} the floor flux is $\varphi(s)=\sum_n(1-s)^{n-1}a_n$, so $d\ln\varphi/d\ln(1-s)$ is the mean of $n-1$ over the hits that supply the floor. Its own derivative is the variance of $n$, so this mean falls as $s$ rises. The linear system gives $\varphi=0.1511$, $0.0559$ and $0.0159$ at $s=0.005$, $0.01$ and $0.02$. The slopes on the two sides,
\begin{equation}
\frac{\ln(0.1511/0.0559)}{\ln(0.995/0.990)}\approx197,\qquad
\frac{\ln(0.0559/0.0159)}{\ln(0.990/0.980)}\approx124,
\end{equation}
bracket the mean at $s=0.01$. A cut at hit 230 is not far above it and removes a substantial tail.

The total deposit per molecule falls from 0.1978 to 0.1909, or by 3.5\%, which hides the 21\% loss at the floor. The discarded weight is 0.0083, of which 0.0069 would have deposited and 0.0014 escaped. Depositing it on the spot leaves an error of $+2.0$\% at the floor.

Lowering $w_c$ to 0.01 or 0.001 reduces the floor deficit to 1.5\% or 0.1\%. Whether that suffices depends on the number of histories. One history has a standard deviation of 6.6 times the mean floor deposit under full tracking. With this value, a 1.5\% bias equals the standard error at about $(6.6/0.015)^2\approx2\times10^5$ histories, and dominates beyond.

The recursions give the cost for the floor deposit. Efficiency is the inverse of variance times mean hits, relative to full tracking, with every hit counted as equal work:
\begin{center}
\begin{tabular}{cccc}
$p$ & deviation/mean & hits & efficiency\\
1 & 6.61 & 81.0 & 1.00\\
0.5 & 6.85 & 40.4 & 1.87\\
0.25 & 7.09 & 38.7 & 1.82\\
0.1 & 7.78 & 37.2 & 1.57
\end{tabular}
\end{center}
The traced trajectories give 6.56 and 81.0 for $p=1$, and 7.09 and 38.7 for $p=0.25$. The traced hard cutoff uses 35.7 hits, against an expected 35.6, so at $p=0.25$ the removal of the bias costs 8 to 9\% more hits. A very small $p$ saves little further work, while rare survivors of weight up to $w_c/p$ raise the variance. For $s\to0$ weights hardly fall, roulette seldom acts, and the cost returns to 81 hits.

\section{When the coverage changes}

On a filling surface $s=s_0(1-\theta_i)$, where $\theta_i$ is the fraction of occupied sites in bin $i$. With mouth flux $\Phi$, site density $n_s$ and bin area $A_i$, a step $\Delta t$ admits $\Phi A_m\Delta t$ molecules and fills $\Phi A_m\Delta t\,D_i$ of the $n_sA_i$ sites:
\begin{equation}
\theta_i\to\theta_i+\frac{\Phi\,\Delta t}{n_s}\,\frac{A_m}{A_i}\,D_i(\theta).
\end{equation}
Roulette makes each increment unbiased for the coverage at hand. The next $D_i$ depends nonlinearly on a noisy $\theta$, however, and to leading order the mean shifts by half the second derivative times the variance of $\theta$. For a fixed number of steps this bias falls as the inverse number of histories. It affects full tracking as well.

For a precursor pressure $P=0.1$ Torr, temperature $T=500$ K and molecular mass $m=72$ u, $\Phi=P/\sqrt{2\pi mk_BT}=1.85\times10^5$ nm$^{-2}$s$^{-1}$. A pulse of 2 ms on 4 sites per nm$^2$ brings $1.85\times10^5\times0.002/4\approx93$ arrivals per site at the mouth. With $s_0=0.01$, ten steps and 8000 histories per step, the floor coverage is 0.0572 from the linear system, $0.0561\pm0.0014$ with roulette and $0.0464\pm0.0012$ with the cutoff. The quoted errors combine the noise of the ten steps and neglect its feedback through $s$. The bias survives the feedback, at $(19\pm2)$\% of the reference.

The final coverage profile also provides a case of non-uniform sticking for \eqref{eq:deficit}. Adding $w_{\rm kill}G_i(x_{\rm kill})$ to the deposit of a cutoff run of 40\,000 histories restores the reference in all bins to within 1.2 standard errors beyond the grid error.

\section{Beside a real process}

The mass is that of trimethylaluminium. The temperature, pressure, sticking probability and site density are illustrative inputs, not fitted to a particular alumina process, and 2 ms is a deliberately short, partial dose. Several neglected effects are small here. For molecules 0.6 nm across at a total pressure of 1 Torr, the gas free path is about 32 $\mu$m, so 0.3\% of flights across the hole meet another molecule. Over the roughly 160 flights that lead to the floor about a third of the molecules collide at least once, but an estimate with isotropic scattering changes the mean square axial step by only about 0.4\% and the floor flux by less than 1\%. The diffusive transit time, $H^2$ divided by the long-tube diffusivity $d\bar v/3$ with $\bar v$ the mean thermal speed, is $3\times10^{-4}$ ms, against a step of 0.2 ms. Steps ten times finer change the floor coverage from 0.0572 to 0.0577, and the coverage of the top 100 nm from 0.555 to 0.542.

Two other effects are large. Halving or doubling $s$ changes the initial floor deposit $s\varphi$ by $+35$\% or $-43$\%, so a cutoff bias of 21\% could be mistaken for a different sticking probability when $s$ is fitted to the deep end of a profile alone. The cutoff model reproduces the initial floor deposit at $s\approx0.0074$, but its deposit is then about 24\% too low in the top 100 nm, so a fit to the whole initial profile would show the mismatch. After 100 cycles with saturating doses, each adding 0.1 nm evenly over the wall, the hole is 80 nm wide, and at fixed depth and $s$ the floor flux drops from 0.0559 to 0.0255; the geometry must therefore be updated as the film grows. Site blocking by reaction products, desorption and non-diffuse re-emission are left out and have not been sized. Roulette removes the termination bias of the transport model and none of these model errors. The full set of values is in the numerical output below.

\section*{Computed results}
\begin{verbatim}
hole diameter, depth: 100, 2000 nm
temperature: 500 K; precursor: 0.1 Torr
mass: 72 u; sites: 4 per nm2
sticking s: 0.01; cutoff w_c: 0.1; survival p: 0.25
histories per run: 80000; batches: 50
hard cutoff ends a trajectory after hit: 230
Arrival flux relative to mouth (deposit per area / s), uniform s
place: reference | full | roulette | cutoff | cutoff predicted
0-100 nm: 0.8218 | 0.8168 | 0.8176 | 0.8224 | 0.8205
900-1000 nm: 0.1646 | 0.1648 | 0.1652 | 0.1531 | 0.1553
1900-2000 nm: 0.0547 | 0.0534 | 0.0535 | 0.0442 | 0.0430
floor: 0.0559 | 0.0548 | 0.0556 | 0.0447 | 0.0441
floor standard errors, full | roulette | cutoff: 0.0013 | 0.0012 | 0.0012
floor cutoff deficit: 9.4 standard errors
w_c=0.1: last hit 230, floor deficit 21.050 %
w_c=0.01: last hit 459, floor deficit 1.488 %
w_c=0.001: last hit 688, floor deficit 0.099 %
total deposit per molecule, reference: 0.1978
total deposit per molecule, cutoff: 0.1909
weight discarded per molecule: 0.0083
floor error if deposited on the spot: +2.0 %
Largest deviations in standard errors, beyond grid error
full 1.75; roulette 2.41; cutoff vs its prediction 0.82
on-the-spot 2.14; deficit identity 1.19
Predicted cost for floor deposit (efficiency = 1/(variance*hits))
p=1.0: spread/mean 6.61, hits 81.0, relative efficiency 1.00
p=0.5: spread/mean 6.85, hits 40.4, relative efficiency 1.87
p=0.25: spread/mean 7.09, hits 38.7, relative efficiency 1.82
p=0.1: spread/mean 7.78, hits 37.2, relative efficiency 1.57
traced full: spread/mean 6.56, hits 81.0
traced roulette: spread/mean 7.09, hits 38.7
traced cutoff: hits 35.7
hits without termination, 4*depth/diameter+1: 81
Pulse: 2.0 ms, 10 steps, 8000 histories per step
mouth flux: 1.851e+05 per nm2 s; arrivals per site: 92.6
coverage: reference | roulette | cutoff
0-100 nm: 0.5548 | 0.5540 | 0.5551
900-1000 nm: 0.1582 | 0.1576 | 0.1466
floor: 0.0572 | 0.0561 | 0.0464
floor coverage errors, roulette | cutoff: 0.0014 | 0.0012
largest roulette coverage deviation: 2.11 standard errors
floor coverage with ten times finer steps: 0.0577
gas free path at 1.0 Torr, size 0.6 nm: 32373 nm
gas collisions per wall flight: 0.31 %
diffusive transit time: 3.13e-04 ms
floor flux after 100 cycles of 0.1 nm: 0.0255
floor flux with s halved | doubled: 0.1511 | 0.0159
\end{verbatim}
